# The Coupled-Cluster Lagrangian, the Lambda Equations and the Left Eigenvector

## 1. Result

Let $|\Phi\rangle$ be a normalized reference determinant and let $M$ be the set of excitations kept in the cluster operator $T$. With $\bar H=e^{-T}He^{T}$ and a de-excitation operator $\Lambda$ that contains one multiplier for each amplitude, the coupled-cluster Lagrangian is

$$L(t,\lambda)=\langle\Phi|(1+\Lambda)\bar H|\Phi\rangle. \tag{1}$$

Stationarity in the multipliers gives the amplitude equations. Stationarity in the amplitudes gives a linear system with the transposed Jacobian,

$$A^{T}\lambda=-\eta,\qquad A_{\nu\mu}=\frac{\partial\Omega_\nu}{\partial t_\mu},\qquad \eta_\mu=\frac{\partial E}{\partial t_\mu}, \tag{2}$$

where $E$ is the projected energy and $\Omega_\nu$ are the amplitude residuals. If the amplitude equations are solved and $M$ is closed in the sense of equation (15) below, (2) is equivalent to

$$\langle\Phi|(1+\Lambda)\,\bar H P=E\,\langle\Phi|(1+\Lambda), \tag{3}$$

where $P$ projects on the reference and the determinants reached by $M$. The bra is therefore a left eigenvector of the projected $\bar H$. For a truncated $T$ it is in general not one of the full $\bar H$; for a complete $T$ the projector is the identity and the restriction disappears.

## 2. Definitions and the two sets of equations

The orbitals are fixed and all quantities are real. Each excitation operator $\tau_\mu$ moves electrons from orbitals occupied in $|\Phi\rangle$ to empty ones. It contains creation operators for empty orbitals and annihilation operators for occupied orbitals, in equal numbers. Such operators commute with one another. They are taken such that the states $|\mu\rangle=\tau_\mu|\Phi\rangle$ are orthonormal, and

$$T=\sum_{\mu\in M}t_\mu\tau_\mu,\qquad \Lambda=\sum_{\mu\in M}\lambda_\mu\tau_\mu^\dagger. \tag{4}$$

Two relations are used repeatedly. First, $\tau_\mu^\dagger|\Phi\rangle=0$, because the reference has no electron to de-excite; the adjoint relation is $\langle\Phi|\tau_\mu=0$. Second, $\langle\Phi|\tau_\mu^\dagger=\langle\mu|$, so that

$$\langle\Phi|(1+\Lambda)=\langle\Phi|+\sum_{\mu\in M}\lambda_\mu\langle\mu|. \tag{5}$$

Define the energy and the residuals as functions of the amplitudes,

$$E(t)=\langle\Phi|\bar H|\Phi\rangle,\qquad \Omega_\mu(t)=\langle\mu|\bar H|\Phi\rangle. \tag{6}$$

Inserting (5) into (1) gives

$$L(t,\lambda)=E(t)+\sum_{\mu\in M}\lambda_\mu\Omega_\mu(t). \tag{7}$$

This is the energy plus constraints. Differentiation with respect to a multiplier gives

$$\frac{\partial L}{\partial\lambda_\mu}=\Omega_\mu(t)=0, \tag{8}$$

which are the amplitude equations. At their solution $L=E$, whatever the values of $\lambda$.

For the other derivative, note that $\tau_\mu$ commutes with $T$. Hence $\partial e^{T}/\partial t_\mu=e^{T}\tau_\mu$ and $\partial e^{-T}/\partial t_\mu=-\tau_\mu e^{-T}$. The product rule gives

$$\frac{\partial\bar H}{\partial t_\mu}=-\tau_\mu e^{-T}He^{T}+e^{-T}He^{T}\tau_\mu=[\bar H,\tau_\mu]. \tag{9}$$

Therefore, at any $t$,

$$A_{\nu\mu}=\langle\nu|[\bar H,\tau_\mu]|\Phi\rangle,\qquad \eta_\mu=\langle\Phi|[\bar H,\tau_\mu]|\Phi\rangle=\langle\Phi|\bar H|\mu\rangle. \tag{10}$$

The second term of the commutator drops out of $\eta_\mu$ because $\langle\Phi|\tau_\mu=0$. Differentiating (7) now yields

$$\frac{\partial L}{\partial t_\mu}=\eta_\mu+\sum_{\nu\in M}\lambda_\nu A_{\nu\mu}=0. \tag{11}$$

The sum runs over the first index of $A$, so this is $A^T\lambda=-\eta$, as stated in (2). The amplitude equations are nonlinear in $t$, but once they are solved the equations for $\lambda$ are linear. Their solution is unique if $A$ is nonsingular.

The multipliers have a direct meaning. Suppose the amplitude equations are solved with a small error, $\Omega=s$ instead of $\Omega=0$. To first order the amplitudes shift by $\delta t=A^{-1}s$, and the projected energy by

$$\delta E=\eta^T\delta t=\eta^TA^{-1}s=-\lambda^Ts, \tag{12}$$

where the last step uses the transpose of (2), $\lambda^TA=-\eta^T$. Thus $-\lambda_\mu$ is the sensitivity of the energy to a residual in equation $\mu$.

## 3. From stationarity to the eigenvalue equation

Equation (11) can be written with the bra (5) as $\langle\Phi|(1+\Lambda)[\bar H,\tau_\mu]|\Phi\rangle=0$. Opening the commutator gives

$$\langle\Phi|(1+\Lambda)\bar H|\mu\rangle=\langle\Phi|(1+\Lambda)\tau_\mu\bar H|\Phi\rangle. \tag{13}$$

The right side requires $\bar H|\Phi\rangle$. At the solution of (8) its components on $M$ vanish, but components on excitations $\kappa$ outside $M$ may remain:

$$\bar H|\Phi\rangle=E|\Phi\rangle+\sum_{\kappa\notin M}\Omega_\kappa|\kappa\rangle,\qquad \Omega_\kappa=\langle\kappa|\bar H|\Phi\rangle. \tag{14}$$

Apply $\tau_\mu$ to this state and project on $\langle\Phi|(1+\Lambda)$. The first term gives $E\langle\Phi|(1+\Lambda)|\mu\rangle=E\lambda_\mu$ by (5). The other terms contain $\tau_\mu\tau_\kappa|\Phi\rangle$. They do not contribute if

$$\langle\nu|\tau_\mu\tau_\kappa|\Phi\rangle=0\quad\text{for all }\mu,\nu\in M,\ \kappa\notin M. \tag{15}$$

Without this condition, (13) becomes

$$\langle\Phi|(1+\Lambda)\bar H|\mu\rangle=E\lambda_\mu+\sum_{\kappa\notin M}\Omega_\kappa\langle\Phi|\Lambda\tau_\mu\tau_\kappa|\Phi\rangle. \tag{16}$$

The unit term in $1+\Lambda$ is absent from the sum because $\langle\Phi|\tau_\mu=0$.

Condition (15) can be checked by counting excited electrons. In CCSD, $\kappa$ excites at least three electrons and $\mu$ at least one, so the product excites at least four, or vanishes. Neither case has a component on singles or doubles. The same count works for CCSDT. In CCD the omitted single excitations have low rank, but a double times a single is a triple, and a double times a triple or higher excitation has rank five or more. No double results, so CCD also satisfies (15). An arbitrary selection need not: if a single $\kappa$ is omitted while another single $\mu$ and the double $\tau_\mu\tau_\kappa$ are kept, the condition is violated.

When (15) holds, (16) reduces to

$$\langle\Phi|(1+\Lambda)\bar H|\mu\rangle=E\lambda_\mu. \tag{17}$$

The component on the reference follows from (7) and (8):

$$\langle\Phi|(1+\Lambda)\bar H|\Phi\rangle=E+\sum_{\mu\in M}\lambda_\mu\Omega_\mu=E. \tag{18}$$

Equations (17) and (18) are the components of (3), which is thereby proved.

The matrix form also gives the converse. From (10) and (14), under (15),

$$A_{\nu\mu}=\langle\nu|\bar H|\mu\rangle-\langle\nu|\tau_\mu\bar H|\Phi\rangle=\langle\nu|\bar H|\mu\rangle-E\delta_{\nu\mu}. \tag{19}$$

In the basis $\{|\Phi\rangle,|\mu\rangle\}$ the projected matrix is therefore

$$P\bar HP=\begin{pmatrix}E&\eta^T\\0&E\,\mathbf 1+A\end{pmatrix}. \tag{20}$$

The zero block is the set of amplitude equations. The right eigenvector with eigenvalue $E$ is $(1,0)^T$, the reference itself. A row vector $(1,\lambda^T)$ is a left eigenvector with the same eigenvalue if

$$\eta^T+\lambda^T(E\,\mathbf 1+A)=E\lambda^T, \tag{21}$$

that is, if $\eta^T+\lambda^TA=0$, the transpose of (2). The left and right vectors differ because $\bar H$ is not symmetric.

Since (20) is block triangular, its remaining eigenvalues are $E+\omega$, where $\omega$ are the eigenvalues of $A$. These $\omega$ are the excitation energies of the equation-of-motion method in the same space. A zero $\omega$ makes $A$ singular. Then (2) has either no solution or more than one, and the linear response of the amplitudes is not determined.

Away from the solution, residuals inside $M$ also enter $\tau_\mu\bar H|\Phi\rangle$, and the right side of (19) acquires the extra term $-\sum_{\kappa\in M}\Omega_\kappa\langle\nu|\tau_\mu\tau_\kappa|\Phi\rangle$. In CCSD two singles multiply to a kept double, so the Jacobian is then in general no longer the shifted matrix. If (15) holds and, in addition, no product of two kept excitations lies in $M$, as in CCD and in the model of Section 5, the term vanishes and (19) holds at any $t$ with $E=E(t)$. The commutator form (10) is valid in all cases.

## 4. Complete cluster operator

If $M$ contains every excitation, then $P=1$ and (3) reads $\langle\Phi|(1+\Lambda)\bar H=E\langle\Phi|(1+\Lambda)$. Multiply from the right by $e^{-T}$ and use $\bar He^{-T}=e^{-T}H$:

$$\langle\Phi|(1+\Lambda)e^{-T}H=E\,\langle\Phi|(1+\Lambda)e^{-T}. \tag{22}$$

The right state $|\Psi\rangle=e^{T}|\Phi\rangle$ obeys $H|\Psi\rangle=E|\Psi\rangle$, because (14) now has no outside terms. As $H$ is symmetric, for a nondegenerate $E$ the bra in (22) must be proportional to $\langle\Psi|$. Its overlap with $|\Psi\rangle$ is $\langle\Phi|(1+\Lambda)|\Phi\rangle=1$, which fixes the factor:

$$\langle\Phi|(1+\Lambda)e^{-T}=\frac{\langle\Psi|}{\langle\Psi|\Psi\rangle}. \tag{23}$$

The multipliers thus supply the bra that belongs to the full configuration-interaction (full CI) state, scaled to unit overlap with $|\Psi\rangle=e^{T}|\Phi\rangle$. Its own length is $1/\sqrt{\langle\Psi|\Psi\rangle}$.

## 5. A model that can be solved by hand

Take two states with coupling $K$ and gap $D$, and one excitation operator $\tau$:

$$H=\begin{pmatrix}0&K\\K&D\end{pmatrix},\quad e^{T}=\begin{pmatrix}1&0\\t&1\end{pmatrix},\quad
\bar H=\begin{pmatrix}Kt&K\\K+Dt-Kt^2&D-Kt\end{pmatrix}. \tag{24}$$

Reading off the entries gives $E=Kt$, $\Omega=K+Dt-Kt^2$, $\eta=K$ and $A=d\Omega/dt=D-2Kt$. The equations are

$$K+Dt-Kt^2=0,\qquad \lambda=-\frac{K}{D-2Kt}. \tag{25}$$

The quadratic formula gives $2Kt=D\mp\sqrt{D^2+4K^2}$, hence $A=\pm\sqrt{D^2+4K^2}$, and since $E=Kt$ the upper signs belong to the lower state for either sign of $K$. The Jacobian is the distance to the other eigenvalue, with its sign.

For $K=3$ eV and $D=8$ eV the square root is $10$ eV. The lower root is $t=(8-10)/6=-1/3$, with $E=-1$ eV, $A=10$ eV and $\lambda=-0.3$. The eigenvalue equation can be checked directly, with energies in eV:

$$(1,\,-0.3)\begin{pmatrix}-1&3\\0&9\end{pmatrix}=(-1,\;3-2.7)=-1\,(1,\,-0.3). \tag{26}$$

The other root, $t=3$, has $E=9$ eV, $A=-10$ eV and $\lambda=0.3$. It is an equally valid stationary point of $L$. Stationarity does not select the ground state; the choice of root does.

The model also shows that $\lambda$ is not simply $t$. By (23), $(1,\lambda)$ is proportional to $(1,t)e^{T}=(1+t^2,\,t)$, so $\lambda=t/(1+t^2)$. For $t=-1/3$ this is $-0.3$ again. The two agree to leading order for small $t$.

## 6. Derivatives and density matrices

Let $H$ depend on a parameter $x$, for instance an electric field, while the orbitals stay fixed. If $A$ is nonsingular, the solution $t(x)$, $\lambda(x)$ varies smoothly with $x$, and $E(x)=L(x,t(x),\lambda(x))$. The chain rule gives

$$\frac{dE}{dx}=\frac{\partial L}{\partial x}+\sum_\mu\frac{\partial L}{\partial t_\mu}\frac{dt_\mu}{dx}+\sum_\mu\frac{\partial L}{\partial\lambda_\mu}\frac{d\lambda_\mu}{dx}. \tag{27}$$

The last two sums vanish by (11) and (8). What remains is the explicit derivative,

$$\frac{dE}{dx}=\langle\Phi|(1+\Lambda)e^{-T}\frac{\partial H}{\partial x}e^{T}|\Phi\rangle. \tag{28}$$

One set of multipliers serves all perturbations; no amplitude derivative is needed. This argument uses stationarity alone and does not depend on (15).

For a one-electron perturbation write $\partial H/\partial x=\sum_{pq}o_{pq}E_{pq}$, where $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $p,q$ label spatial orbitals. Then

$$\frac{dE}{dx}=\sum_{pq}o_{pq}\gamma_{pq},\qquad \gamma_{pq}=\langle\Phi|(1+\Lambda)e^{-T}E_{pq}e^{T}|\Phi\rangle. \tag{29}$$

This is the unrelaxed one-particle density matrix: it contains the response of the amplitudes but not that of the orbitals. A relaxed density requires the orbital conditions as further constraints in $L$. A two-electron perturbation is treated likewise, with $E_{pq}$ replaced by $E_{pq}E_{rs}-\delta_{qr}E_{ps}$, which defines the two-particle density.

The trace of $\gamma$ is the electron number $N$. Indeed $\sum_pE_{pp}$ is the number operator, which commutes with $T$, and $\langle\Phi|(1+\Lambda)|\Phi\rangle=1$. For truncated $T$ the matrix need not be symmetric, since its bra and ket are not adjoints of each other. A symmetric $o_{pq}$ sees only the symmetric part.

If $\Lambda$ is omitted from (28), the result is the derivative of $E$ at frozen amplitudes. For a one-electron operator $O$ it equals $\langle\Phi|Oe^{T}|\Phi\rangle=\langle\Phi|O(1+T_1)|\Phi\rangle$, where $T_1$ is the singles part of $T$, because $\langle\Phi|e^{-T}=\langle\Phi|$ and $O$ connects the reference with at most single excitations. The double amplitudes then have no direct effect on the density.

Stationarity also reduces the effect of errors. With $\lambda$ fixed at its solution and $t$ changed by $\delta$,

$$E(t+\delta)-E(t)=\eta^T\delta+O(\delta^2),\qquad L(t+\delta,\lambda)-E(t)=O(\delta^2). \tag{30}$$

## 7. LiH with CCSD

The example is LiH at a bond length of 1.60 Å in the STO-3G basis, with Hartree–Fock orbitals and all four electrons correlated. There are 225 determinants with two electrons of each spin, and 92 CCSD amplitudes. The basis is minimal, so the values illustrate the equations and are no prediction of measured ones. In the aug-cc-pVTZ basis, again with all electrons correlated, the CCSD energy is about 4.3 eV lower, the correlation energy is $-1.41$ eV and the dipole is $-1.22$ $e\,$Å. Full CI below means full CI in this same basis.

The Hartree–Fock energy is $-213.9322$ eV. The CCSD energy is $-214.4887$ eV ($-7.88231$ hartree), a correlation energy of $-0.5564$ eV. It lies $2.9\times10^{-4}$ eV above full CI.

The largest double amplitude moves both electrons from orbital 2 to orbital 6. It has $t=-0.1155$ and $\lambda=-0.1125$. Its row of (2) reads

$$\eta_\mu+(A^T\lambda)_\mu=3.3722\ \text{eV}-3.3722\ \text{eV}=0. \tag{31}$$

For the whole set, the norms of $t$ and $\lambda$ are 0.1630 and 0.1581, and the norm of their difference is 0.0060. Perturbation theory shows at which order the two sets begin to differ. Split $H$ into the Fock operator and a fluctuation $V$, and let $\Delta_\mu$ be the orbital-energy difference of excitation $\mu$. To first order in $V$, the amplitude equation is $\langle\mu|V|\Phi\rangle+\Delta_\mu t_\mu=0$. To the same order (2) is $\langle\Phi|V|\mu\rangle+\Delta_\mu\lambda_\mu=0$. The matrix elements are real and equal, so $\lambda_\mu=t_\mu$ at this order. For singles $\langle\mu|V|\Phi\rangle=0$ with Hartree–Fock orbitals, so both vanish at first order and first appear at second order. For a single $\mu$ the amplitude equation then reads $\Delta_\mu t_\mu+\sum_\nu\langle\mu|V|\nu\rangle t_\nu=0$, with $\nu$ running over the first-order doubles. In (2), $\eta_\mu=\langle\Phi|HT_1|\mu\rangle$ is of third order, and $A_{\nu\mu}=\langle\nu|V|\mu\rangle$ to first order for a double $\nu$, which gives $\Delta_\mu\lambda_\mu+\sum_\nu\lambda_\nu\langle\nu|V|\mu\rangle=0$. The singles therefore also agree at their leading order; the largest has $t=0.0391$ and $\lambda=0.0369$. The doubles agree at second order as well. Between two doubles, $A_{\nu\mu}$ has the first-order part $\langle\nu|V|\mu\rangle-\delta_{\nu\mu}\langle\Phi|V|\Phi\rangle$, which is symmetric and multiplies the first-order doubles in both sets of equations. For a double, $\eta_\mu=\langle\Phi|V|\mu\rangle$ has no higher terms, and the singles and the products of amplitudes enter only at third order. The difference $\lambda-t$ thus begins at third order, as in the model, where $\lambda-t=-t^3/(1+t^2)$. This count gives the order of the difference, not its value 0.0060.

The solution of the linear system agrees with the left eigenvector from diagonalization of $P\bar HP$ to $2\times10^{-15}$. The lowest eigenvalue of $A$ is 3.15 eV, so no eigenvalue is zero and $A$ is nonsingular. It belongs to a triplet state, which the determinant space contains; the lowest singlet lies at 3.62 eV. The triplet value moves by less than 0.1 eV in the cc-pVDZ and cc-pVTZ bases. Outside the CCSD space the row vector $\langle\Phi|(1+\Lambda)\bar H$ has norm 0.19 eV, whereas a left eigenvector of the full $\bar H$ would have zero there. With the complete $T$ the left residual drops to rounding level, and the bra (23), once scaled to unit length, has unit overlap with the normalized full CI vector to the ten decimals printed.

To violate (15), keep all doubles and the alpha-spin singles but omit the beta-spin singles. For an alpha single $\mu$, the sum in (16) then runs over the omitted beta singles $\kappa$, whose products with $\tau_\mu$ are retained doubles. Solving (2) still makes $L$ stationary, with numerical derivatives below $10^{-10}$ eV. Yet (17) fails by up to $6.2\times10^{-4}$ eV. The program confirms that the sum in (16) accounts for this defect. The linear system, not the eigenvalue equation, is then the condition that gives correct derivatives.

The dipole moment tests (28). Its component along the direction from Li to H, in $e\,$Å, is

| Calculation | Dipole |
|---|---:|
| CCSD, with $\Lambda$ | −0.9618 |
| CCSD, finite field | −0.9618 |
| CCSD, $\Lambda$ omitted | −0.9964 |
| Full CI | −0.9617 |

The negative sign means that the dipole points from H to Li: electronic charge is displaced towards H. The finite-field value comes from CCSD energies at fixed orbitals and involves no multipliers. Omitting $\Lambda$ changes the dipole by $-0.9964+0.9618=-0.0346$ $e\,$Å, or 3.6% of the finite-field magnitude. This fraction depends on the basis: it is 2.4% in cc-pVDZ and 1.5% in aug-cc-pVTZ. The density has trace 4, and its largest asymmetry $|\gamma_{pq}-\gamma_{qp}|$ is $1.8\times10^{-4}$.

Finally, scale all amplitudes by 0.98 with $\lambda$ held fixed. Relative to the converged CCSD energy, $E$ is then wrong by $1.11\times10^{-2}$ eV and $L$ by $5.7\times10^{-6}$ eV. With the factor 0.99 the errors are $5.56\times10^{-3}$ and $1.43\times10^{-6}$ eV. Halving the amplitude error divides the first by 2 and the second by 4, as (30) requires. The numerical check contains these comparisons and an independent CCSD calculation of the energy and density.

## Calculated quantities

```
Model: coupling K = 3.0 eV, gap D = 8.0 eV
  t = -0.333333, E = -1.000000 eV, A = 10.000000 eV, lambda = -0.300000
  t = 3.000000, E = 9.000000 eV, A = -10.000000 eV, lambda = 0.300000
LiH, STO-3G, bond length = 1.60 angstrom
Determinants: 225, CCSD amplitudes: 92
Hartree-Fock energy = -213.932239 eV
CCSD energy = -214.488686 eV = -7.88231382 hartree
CCSD correlation energy = -0.556447 eV
CCSD minus full CI energy = 2.873e-04 eV
Largest amplitude of rank 1: alpha  beta 2->3
  t = 0.039100, lambda = 0.036949
  eta = 0.010371 eV, (A^T lambda) = -0.010371 eV
Largest amplitude of rank 2: alpha 2->6 beta 2->6
  t = -0.115463, lambda = -0.112475
  eta = 3.372211 eV, (A^T lambda) = -3.372211 eV
Norm of t = 0.162968
Norm of lambda = 0.158108
Norm of lambda - t = 0.005970
Derivative formula, largest error = 2.1e-10 eV
Off solution, largest A - (Hbar - E) = 1.2969 eV
Largest numerical dL/dt = 1.9e-10 eV
lambda: linear system vs eigenvector, error = 2.3e-15
Lowest eigenvalue of A = 3.1478 eV
Norm of bra*Hbar outside CCSD space = 0.189909 eV
Complete T: largest left residual = 9.1e-15 eV
Complete T: overlap of bra with full CI = 1.0000000000
No beta singles: largest dL/dt = 8.6e-11 eV
No beta singles: eigenvector defect = 0.000624 eV
Dipole along Li->H, fixed orbitals, in e*angstrom:
  with Lambda: -0.961810
  finite field: -0.961810
  Lambda omitted: -0.996423
  full CI: -0.961736
Trace of density = 4.000000 electrons
Largest gamma_pq - gamma_qp = 0.000184
Density vs independent CCSD, error = 7.0e-09
T scaled by 0.98: error of E = 1.1123e-02 eV, of L = 5.7169e-06 eV
T scaled by 0.99: error of E = 5.5614e-03 eV, of L = 1.4292e-06 eV
Error ratios on halving: E 2.0000, L 4.0000
```
